**Matrix elements of the scaled Runge–Lenz component \(A_z\) in a hydrogenic shell**

For \(H=p^2/2-Z/r\) in atomic units, with \(\mathbf M=\tfrac12(\mathbf p\times\mathbf L-\mathbf L\times\mathbf p)-Z\hat{\mathbf r}\) and \(\mathbf A=(n/Z)\mathbf M\) on the shell of principal quantum number \(n\), the only nonzero elements are \(\langle n,l-1,m|A_z|n,l,m\rangle=\sqrt{(n^2-l^2)(l^2-m^2)/(4l^2-1)}\) and their conjugates, up to an \(m\)-independent phase convention. The program asserts the commutators of \(H\), \(\mathbf L\), \(\mathbf M\), the relation \(\mathbf L\cdot\mathbf M=0\) and the value of \(M^2\) by applying differential operators to a generic function, and it checks symbolically the factorizations behind the selection rule and the recursion in \(m\). With explicit matrices \(\mathbf L=\mathbf J_1+\mathbf J_2\), \(\mathbf A=\mathbf J_1-\mathbf J_2\) for \(n=2\) to \(8\) it asserts the full matrix, with positive sign under Condon–Shortley coupling and after rephasing of randomly phased multiplets. It asserts agreement with closed-form integrals of \(M_z\) between hydrogenic wave functions (\(Z=1\), \(n=2,3,4\); \(Z=2\), \(n=3,4\)), where the largest absolute deviation is \(2.5\times10^{-14}\,\hbar\), and it asserts the integer spectrum and the sum rule for \(\sum_m\langle A_z^2\rangle\) up to \(n=12\). The output for hydrogen \(n=3\) shows the elements 1.632993, 1.154701 and 1.000000 \(\hbar\), eigenvalues \(-2,0,2\) for \(m=0\), and weights 1/3, 1/2, 1/6 of 3s, 3p, 3d in the state with \(A_z=+2\). A counter-case \((j_1,j_2)=(3/2,1/2)\) with \(\mathbf L\cdot\mathbf A=3\hbar^2\) has a diagonal element \(1.5\,\hbar\), which shows that the selection rule needs \(\mathbf L\cdot\mathbf A=0\).

## Numerical check

```python
# Result under test (atomic units): H = p^2/2 - Z/r, K = (p x L - L x p)/2,
# M = K - Z r/|r| (Runge-Lenz), A = M/sqrt(-2E) = (n/Z) M on the shell n. Claim:
#   <n,l-1,m|A_z|n,l,m> = phase * sqrt((n^2-l^2)(l^2-m^2)/(4l^2-1)),
# all elements other than l -> l+-1 at equal m vanish, phase independent of m.
# Roads: (a) differential operators on a generic function (the algebra),
# (b) explicit matrices L = J1+J2, A = J1-J2, (c) exact integrals of M_z between
# hydrogenic wave functions, (d) spectrum and sum rule of the formula's matrix.
# A function is a dict {(a,b,c,s): coef} for x^a y^b z^c r^s exp(-kappa r).
import numpy as np, sympy as sp
from math import gamma, comb, factorial, sqrt
from functools import lru_cache
from scipy.constants import physical_constants

rng = np.random.default_rng(1)
CYC = [(0, 1, 2), (1, 2, 0), (2, 0, 1)]

def formula(n, l, m):
    return sqrt((n*n - l*l)*(l*l - m*m)/(4*l*l - 1))

def lin(*terms):
    out = {}
    for c, f in terms:
        for k, v in f.items():
            out[k] = out.get(k, 0) + c*v
    return {k: v for k, v in out.items() if v != 0}

def times(f, axis=None, rpow=0):
    out = {}
    for k, v in f.items():
        q = list(k)
        if axis is not None:
            q[axis] += 1
        q[3] += rpow
        out[tuple(q)] = v
    return out

class Ops:
    def __init__(self, Z, kappa):
        self.Z, self.kappa = Z, kappa
    def p(self, i, f):
        out = {}
        for k, v in f.items():
            for c, da, ds in ((k[i], -1, 0), (k[3], 1, -2), (-self.kappa, 1, -1)):
                if c != 0:
                    q = list(k); q[i] += da; q[3] += ds; q = tuple(q)
                    out[q] = out.get(q, 0) - 1j*c*v
        return out
    def L(self, i, f):
        _, j, k = CYC[i]
        return lin((1, times(self.p(k, f), j)), (-1, times(self.p(j, f), k)))
    def K(self, i, f):
        _, j, k = CYC[i]
        p, L = self.p, self.L
        return lin((.5, p(j, L(k, f))), (-.5, p(k, L(j, f))),
                   (-.5, L(j, p(k, f))), (.5, L(k, p(j, f))))
    def rhat(self, i, f): return times(f, i, -1)
    def M(self, i, f): return lin((1, self.K(i, f)), (-self.Z, self.rhat(i, f)))
    def p2(self, f): return lin(*[(1, self.p(i, self.p(i, f))) for i in range(3)])
    def H(self, f): return lin((.5, self.p2(f)), (-self.Z, times(f, None, -1)))
    def L2(self, f): return lin(*[(1, self.L(i, self.L(i, f))) for i in range(3)])

PTS = rng.uniform(0.4, 1.3, (4, 3))*rng.choice([-1, 1], (4, 3))
RAD = np.linalg.norm(PTS, axis=1)
def value(f):   # the common exponential factor is left out
    out = np.zeros(len(PTS), complex)
    for (a, b, c, s), v in f.items():
        out += v*PTS[:, 0]**a*PTS[:, 1]**b*PTS[:, 2]**c*RAD**s
    return out
def same(f, g):
    u, w = value(f), value(g)
    assert np.max(abs(u - w)) < 1e-9*(1 + np.max(abs(u)))

# (a) the algebra on a generic function with no symmetry
f = {(0, 0, 0, 0): 1.0, (1, 0, 0, 1): .6 + .2j, (0, 2, 1, 0): -.8, (1, 1, 0, -1): .5j, (0, 0, 3, 2): .3}
o = Ops(1.7, 0.7)
def comm(X, Y): return lin((1, X(Y(f))), (-1, Y(X(f))))
def comp(op, i): return lambda g: op(i, g)
inv_r = lambda g: times(g, None, -1)
L2p1 = lin((1, o.L2(f)), (1, f))
for i, j, k in CYC:
    pif = o.p(i, f)
    xp = lin(*[(1, times(o.p(a, pif), a)) for a in range(3)])
    same(o.M(i, f), lin((1, times(o.p2(f), i)), (-1, xp), (1j, pif), (-o.Z, o.rhat(i, f))))
    same(lin((.5, comm(o.p2, comp(o.rhat, i)))), comm(comp(o.K, i), inv_r))
    same(comm(comp(o.K, i), comp(o.K, j)), lin((-1j, o.p2(o.L(k, f)))))
    same(lin((1, comm(comp(o.K, i), comp(o.rhat, j))), (-1, comm(comp(o.K, j), comp(o.rhat, i)))),
         lin((-2j, inv_r(o.L(k, f)))))
    same(o.H(o.M(i, f)), o.M(i, o.H(f)))
    same(comm(comp(o.L, i), comp(o.M, j)), lin((1j, o.M(k, f))))
    same(o.L(i, o.M(i, f)), o.M(i, o.L(i, f)))
    same(comm(comp(o.M, i), comp(o.M, j)), lin((-2j, o.H(o.L(k, f)))))
same(lin(*[(1, o.K(i, o.K(i, f))) for i in range(3)]), o.p2(L2p1))
same(lin(*[(1, o.K(i, o.rhat(i, f))) for i in range(3)], *[(1, o.rhat(i, o.K(i, f))) for i in range(3)]),
     lin((2, inv_r(L2p1))))
same(lin((1, o.L(0, o.M(0, f))), (1, o.L(1, o.M(1, f)))), lin((-1, o.L(2, o.M(2, f)))))
same(lin(*[(1, o.M(i, o.M(i, f))) for i in range(3)]), lin((o.Z**2, f), (2, o.H(L2p1))))

# symbolic factorisations: selection rule and common factor of the m recursion
l_, k_, m_ = sp.symbols('l k m')
lam, lamp = l_*(l_ + 1), k_*(k_ + 1)
assert sp.expand((lamp - lam)**2 - 2*(lamp + lam) - ((k_ - l_)**2 - 1)*((k_ + l_ + 1)**2 - 1)) == 0
up2 = lambda q, m: q*(q + 1) - m*(m + 1)
S2 = (l_ - m_ - 2)*(l_ - m_ - 1)*(l_ - m_)*(l_ + m_ + 1)
assert sp.expand(up2(l_-1, m_+1)*up2(l_-1, m_)*(l_**2 - m_**2) - (l_+m_)**2*S2) == 0
assert sp.expand(up2(l_-1, m_+1)*(l_**2 - (m_+1)**2)*up2(l_, m_) - (l_+m_+1)**2*S2) == 0
assert sp.expand((l_**2 - (m_+2)**2)*up2(l_, m_+1)*up2(l_, m_) - (l_+m_+2)**2*S2) == 0

# (b) explicit representation J1 (x) J2
def spin(j):
    m = j - np.arange(int(round(2*j)) + 1)
    Jp = np.diag(np.sqrt(j*(j + 1) - m[1:]*(m[1:] + 1)), 1)
    return [(Jp + Jp.T)/2 + 0j, (Jp - Jp.T)/2j, np.diag(m) + 0j]
def rep(j1, j2):
    a, b = spin(j1), spin(j2)
    J1 = [np.kron(x, np.eye(len(b[0]))) for x in a]
    J2 = [np.kron(np.eye(len(a[0])), x) for x in b]
    L = [x + y for x, y in zip(J1, J2)]; A = [x - y for x, y in zip(J1, J2)]
    L2 = sum(x @ x for x in L)
    w, U = np.linalg.eigh((L2 + 0.05*L[2]).real)
    Lm = L[0] - 1j*L[1]
    st = {}
    for l in range(int(round(abs(j1 - j2))), int(round(j1 + j2)) + 1):
        hit = np.where(abs(w - l*(l + 1) - 0.05*l) < 1e-8)[0]
        assert len(hit) == 1                       # each l occurs once
        v = U[:, hit[0]] + 0j
        v = v*np.sign(v[int(round(j1 + j2 - l))].real)   # Condon-Shortley: m1=j1 part > 0
        for m in range(l, -l - 1, -1):
            st[l, m] = v
            if m > -l:
                v = Lm @ v; v = v/np.linalg.norm(v)
    assert len(st) == len(w)
    return L, A, L2, st
cm = lambda X, Y: X @ Y - Y @ X
def vector_checks(L, A, L2, st):
    LA = sum(x @ y for x, y in zip(L, A))
    for i in range(3):
        assert np.allclose(cm(L2, cm(L2, A[i])), 2*(L2 @ A[i] + A[i] @ L2) - 4*L[i] @ LA, atol=1e-9)
    Lp, Ap, Am = L[0] + 1j*L[1], A[0] + 1j*A[1], A[0] - 1j*A[1]
    assert np.allclose(cm(Lp, A[2]), -Ap) and np.allclose(cm(Lp, Ap), 0)
    assert np.allclose(cm(Ap, Am), 2*L[2])
    assert np.allclose(sum(x @ x for x in A), A[2] @ A[2] + Am @ Ap + L[2])
    for l in {q for q, _ in st if (q - 1, 0) in st}:
        g = [np.vdot(st[l-1, m], A[2] @ st[l, m])/sqrt(l*l - m*m) for m in range(-l + 1, l)]
        assert np.allclose(g, g[0], atol=1e-10)    # m dependence is sqrt(l^2-m^2)
    return LA, Ap
def expected(n, lp, mp, l, m):
    return formula(n, max(l, lp), m) if (mp == m and abs(l - lp) == 1) else 0.0
for n in range(2, 9):
    L, A, L2, st = rep((n - 1)/2, (n - 1)/2)
    LA, Ap = vector_checks(L, A, L2, st)
    assert np.allclose(LA, 0) and np.allclose(L2 + sum(x @ x for x in A), (n*n - 1)*np.eye(n*n))
    for (lp, mp), u in st.items():
        for (l, m), v in st.items():
            assert abs(np.vdot(u, A[2] @ v) - expected(n, lp, mp, l, m)) < 1e-10
    for l in range(n - 1):
        a = np.vdot(st[l, 0], A[2] @ st[l+1, 0])/(l + 1)
        assert np.allclose(Ap @ st[l, l], -np.conj(a)*sqrt((2*l+1)*(2*l+2))*st[l+1, l+1], atol=1e-10)
    assert np.allclose(A[2] @ st[n-1, n-1], 0, atol=1e-10)   # ladder closes
    ph = np.exp(2j*np.pi*rng.random(n))            # scramble phases, then rephase in turn
    t = {k: ph[k[0]]*v for k, v in st.items()}
    for l in range(1, n):
        a = np.vdot(t[l-1, 0], A[2] @ t[l, 0])
        for m in range(-l, l + 1):
            t[l, m] = t[l, m]*np.conj(a)/abs(a)
    for l in range(1, n):
        for m in range(-l + 1, l):
            assert abs(np.vdot(t[l-1, m], A[2] @ t[l, m]) - formula(n, l, m)) < 1e-10
L, A, L2, st = rep(1.5, 0.5)                       # counter-case with L.A != 0
LA, _ = vector_checks(L, A, L2, st)
diag_counter = np.vdot(st[1, 1], A[2] @ st[1, 1]).real
assert abs(diag_counter - LA[0, 0].real/2) < 1e-10 and abs(diag_counter) > 1

# (c) wave functions: Condon-Shortley harmonics, radial part positive near r=0
@lru_cache(None)
def sphere(a, b, c):
    if a % 2 or b % 2 or c % 2:
        return 0.0
    return 2*gamma((a+1)/2)*gamma((b+1)/2)*gamma((c+1)/2)/gamma((a+b+c+3)/2)
def inner(f, g, kappa):
    tot = 0
    for k, u in f.items():
        for q, v in g.items():
            w = sphere(k[0]+q[0], k[1]+q[1], k[2]+q[2])
            if w:
                d = sum(k) + sum(q) + 3
                tot += u.conjugate()*v*w*factorial(d - 1)/(2*kappa)**d
    return tot
def shell(n, Z):
    flat, out = Ops(0, 0), {}
    for l in range(n):
        Y = {(l - k, k, 0, 0): complex((-1)**l*comb(l, k)*(1, 1j, -1, -1j)[k % 4]) for k in range(l + 1)}
        for m in range(l, -l - 1, -1):
            psi = lin(*[((-1)**k*comb(n + l, n - l - 1 - k)*(2*Z/n)**k/factorial(k), times(Y, None, k))
                        for k in range(n - l)])
            out[l, m] = lin((1/sqrt(inner(psi, psi, Z/n).real), psi))
            Y = lin((1, flat.L(0, Y)), (-1j, flat.L(1, Y)))
    return out
worst = 0
for n, Z in ((2, 1), (3, 1), (4, 1), (3, 2), (4, 2)):
    o, wf = Ops(Z, Z/n), shell(n, Z)
    for (l, m), psi in wf.items():
        same(o.H(psi), lin((-Z*Z/(2*n*n), psi)))
        same(o.L2(psi), lin((l*(l + 1), psi)))
        same(o.L(2, psi), lin((m, psi)))
        Mpsi = o.M(2, psi)
        for (lp, mp), phi in wf.items():
            worst = max(worst, abs(n/Z*inner(phi, Mpsi, Z/n) - expected(n, lp, mp, l, m)))
assert worst < 1e-9

# (d) spectrum and sum rule of the matrix built from the formula
def block(n, m):
    off = np.array([formula(n, l, m) for l in range(abs(m) + 1, n)])
    return np.diag(off, 1) + np.diag(off, -1)
for n in range(2, 13):
    for m in range(n):
        top = n - m - 1
        assert np.allclose(np.linalg.eigvalsh(block(n, m)), np.arange(-top, top + 1, 2), atol=1e-10)
    for l in range(n):
        s = sum((block(n, m) @ block(n, m))[l - abs(m), l - abs(m)] for m in range(-l, l + 1))
        assert abs(s - (2*l + 1)*(n*n - 1 - l*(l + 1))/3) < 1e-9

# worked example: hydrogen n = 3
n, Z = 3, 1
o, wf = Ops(Z, Z/n), shell(n, Z)
E = inner(wf[1, 0], o.H(wf[1, 0]), Z/n).real
assert abs(-Z*Z/(2*E) - n*n) < 1e-10
print(f"hydrogen: Z = {Z}, n = {n}, j = {(n-1)/2}")
print(f"E = {E:.6f} hartree = {E*physical_constants['Hartree energy in eV'][0]:.4f} eV")
print(f"scale 1/sqrt(-2E) = {1/sqrt(-2*E):.6f} a.u.;  L^2+A^2 = {-Z*Z/(2*E)-1:.6f} hbar^2")
for l in (1, 2, 3):
    print(f"|a_{l}|^2 = {(n*n-l*l)/(4*l*l-1):.6f} hbar^2, a_{l} = {sqrt((n*n-l*l)/(4*l*l-1)):.6f} hbar")
for l, m in ((1, 0), (2, 0), (2, 1)):
    Mz = inner(wf[l-1, m], o.M(2, wf[l, m]), Z/n).real
    print(f"l={l}->{l-1}, m={m}: formula A_z = {formula(n, l, m):.6f} hbar")
    print(f"   integral M_z = {Mz:.6f} hbar^2/a0, scaled = {n/Z*Mz:.6f} hbar")
for l in range(n):
    az = lin((n/Z, o.M(2, wf[l, l])))
    ap = lin((n/Z, o.M(0, wf[l, l])), (1j*n/Z, o.M(1, wf[l, l])))
    z2, p2 = abs(inner(az, az, Z/n)), abs(inner(ap, ap, Z/n))
    a2 = (n*n - (l+1)**2)/(4*(l+1)**2 - 1)
    assert abs(z2 - a2*(2*l+1)) < 1e-9 and abs(p2 - a2*(2*l+1)*(2*l+2)) < 1e-9
    assert abs(z2 + p2 + l - (n*n - 1 - l*(l+1))) < 1e-9
    print(f"top l={l}: Az^2={z2:.4f}, A-A+={p2:.4f}, Lz={l}, sum={z2+p2+l:.4f} hbar^2")
w0, U0 = np.linalg.eigh(block(n, 0))
print("m=0 eigenvalues of A_z (hbar):", np.round(w0, 6) + 0.0)
print("m=1 eigenvalues of A_z (hbar):", np.round(np.linalg.eigvalsh(block(n, 1)), 6) + 0.0)
v = U0[:, -1]*np.sign(U0[0, -1])
print("A_z=+2 eigenvector (3s,3p,3d):", np.round(v, 6), " weights:", np.round(v*v, 6))
q = [(block(n, m) @ block(n, m))[1 - abs(m), 1 - abs(m)] for m in (-1, 0, 1)]
print("3p <A_z^2> for m=-1,0,1 (hbar^2):", np.round(q, 6), f" sum = {sum(q):.6f}")
print(f"counter-case (3/2,1/2): L.A = {LA[0,0].real:.4f} hbar^2, <11|A_z|11> = {diag_counter:.4f} hbar")
print(f"largest deviation integral vs formula (n<=4, Z=1,2) = {worst:.1e} hbar")
print("verified")
```

It prints:

```
hydrogen: Z = 1, n = 3, j = 1.0
E = -0.055556 hartree = -1.5117 eV
scale 1/sqrt(-2E) = 3.000000 a.u.;  L^2+A^2 = 8.000000 hbar^2
|a_1|^2 = 2.666667 hbar^2, a_1 = 1.632993 hbar
|a_2|^2 = 0.333333 hbar^2, a_2 = 0.577350 hbar
|a_3|^2 = 0.000000 hbar^2, a_3 = 0.000000 hbar
l=1->0, m=0: formula A_z = 1.632993 hbar
   integral M_z = 0.544331 hbar^2/a0, scaled = 1.632993 hbar
l=2->1, m=0: formula A_z = 1.154701 hbar
   integral M_z = 0.384900 hbar^2/a0, scaled = 1.154701 hbar
l=2->1, m=1: formula A_z = 1.000000 hbar
   integral M_z = 0.333333 hbar^2/a0, scaled = 1.000000 hbar
top l=0: Az^2=2.6667, A-A+=5.3333, Lz=0, sum=8.0000 hbar^2
top l=1: Az^2=1.0000, A-A+=4.0000, Lz=1, sum=6.0000 hbar^2
top l=2: Az^2=0.0000, A-A+=0.0000, Lz=2, sum=2.0000 hbar^2
m=0 eigenvalues of A_z (hbar): [-2.  0.  2.]
m=1 eigenvalues of A_z (hbar): [-1.  1.]
A_z=+2 eigenvector (3s,3p,3d): [0.57735  0.707107 0.408248]  weights: [0.333333 0.5      0.166667]
3p <A_z^2> for m=-1,0,1 (hbar^2): [1. 4. 1.]  sum = 6.000000
counter-case (3/2,1/2): L.A = 3.0000 hbar^2, <11|A_z|11> = 1.5000 hbar
largest deviation integral vs formula (n<=4, Z=1,2) = 2.5e-14 hbar
verified
```
